Lifetime of a Sacrificial Barrier Consumed Parabolically from Both Faces

Q: You put a metal film between two solids to keep them apart, and you choose a metal that reacts with both. It seems perverse to call that a barrier. Can you even say how long it lasts?

A: If no atoms slip through the film itself, it works as long as some of it is left, because the outer solids then meet the film and not each other. The time to exhaustion can be calculated if we know how fast each face is eaten away. Take flat interfaces, constant temperature, one compound growing at each face, and no compound at the start. Both outer solids are thick enough not to run out.

Q: Then start with one face. Why should the reaction slow down at all? The reactants are still there.

A: They are there, but the compound separates them. One kind of atom must diffuse through it to reach the other reactant. Let the compound have thickness L, and let the concentration of the mobile atom differ by Δc between its two sides. Local equilibrium with the neighbouring solids fixes Δc. If the profile across the layer is a straight line, the flux, in atoms per area and time, is

J = DΔc/L,

with D the diffusion coefficient in the compound, taken as independent of composition. Let Ω be the compound volume formed per delivered atom. Volume per area is thickness, so

dL/dt = ΩJ = ΩDΔc/L.

Multiply by 2L. The left side becomes 2L dL/dt = d(L²)/dt, and the right side is constant. With L = 0 at t = 0,

L² = Gt,  G = 2ΩDΔc.

This is the parabolic law. The compound slows its own growth because the same concentration difference is spread over a longer path.

Q: You assumed a straight profile while the layer is growing. A straight profile belongs to a steady state, and this is not one.

A: The error depends on the dimensionless number S = ΩΔc, the composition range of the mobile atom relative to its content in the compound. If S is small, few atoms are needed to adjust the profile compared with those needed to build new compound.

The problem can be solved without assuming a straight line. Let u(x,t) be the concentration in excess of its value at the growing front. It obeys ∂u/∂t = D ∂²u/∂x², with u = Δc at x = 0 and u = 0 at x = L. Try L = 2λ√(Dt) with constant λ. The solution is

u = Δc [1 − erf(x/(2√(Dt)))/erf λ].

The error function of x/(2√(Dt)) solves the diffusion equation, and the two boundary values are met. Since the derivative of erf z is (2/√π)exp(−z²), the slope at the front is

∂u/∂x = −Δc exp(−λ²)/[erf λ √(πDt)].

The front moves at dL/dt = λ√(D/t), and this must equal −ΩD ∂u/∂x. Cancelling √(D/t) leaves

√π λ exp(λ²) erf λ = S.

So the growth is still parabolic; a different constant appears. The time to reach a given L is L²/(4λ²D), whereas the straight profile gives L²/(2SD). Their ratio is S/(2λ²). For small λ, exp(λ²) ≈ 1 + λ² and erf λ ≈ (2/√π)(λ − λ³/3), so

S ≈ 2λ²(1 + λ²)(1 − λ²/3) ≈ 2λ²(1 + 2λ²/3).

Hence S/(2λ²) ≈ 1 + 2λ²/3 ≈ 1 + S/3, using λ² ≈ S/2 in the small term. For S = 0.02 the time is longer by 0.66%, and for S = 0.2 by 6.5%, both relative to the straight-profile result. The coefficient 1/3 belongs to constant D. If D varies across the composition range, the steady profile is curved however small S is and DΔc is replaced by the integral of D over concentration; growth stays parabolic, but the order-S coefficient changes.

Q: Fine, but L is the thickness of the compound. I care about how much barrier is gone.

A: Count barrier atoms. Let V_m be the volume per barrier atom in the metal and V_c the volume per barrier atom in the compound. A consumed metal thickness w contained w/V_m atoms per area, and the compound now holds L/V_c. These are equal, so

w = νL,  ν = V_m/V_c.

Squaring gives

w² = Kt,  K = ν²G.

The factor is ν², not ν, because the law concerns squared thickness. To leading order in S the conversion does not depend on which element diffuses, since it is a count of where the barrier atoms end up. At order S it does. If the barrier atom itself is mobile, the excess stored in the gradient also comes out of the film. The slope of u at x = 0 exceeds that at the front by exp(λ²), so w = νL exp(λ²) ≈ νL(1 + S/2), with V_c taken at the front composition. The time to consume a given w then changes by (1 + S/3)/(1 + S/2)² ≈ 1 − 2S/3, which is shorter rather than longer. The definition of K also matters: a constant k defined by w² = 2kt must be entered as K = 2k.

Q: Now there are two faces. Two processes consume one film, so I would add the rate constants and write τ = d²/(K1 + K2).

A: What adds is the consumed thickness. If the film starts with thickness d, what remains is

h(t) = d − w1 − w2 = d − (√K1 + √K2)√t.

The film is exhausted when h = 0. Then √τ = d/(√K1 + √K2), and squaring gives

τ = d²/(√K1 + √K2)².

Your version drops a term. Squaring the total consumed thickness gives

(w1 + w2)² = w1² + w2² + 2w1w2 = (K1 + K2)t + 2√(K1K2) t.

Adding rate constants omits the cross term and therefore makes the lifetime too long when both constants are positive. For K1 = K2 = K it predicts d²/(2K), while the correct result is d²/(4K).

Q: I can see the algebra, but what is physically wrong with adding them?

A: It would be right to add speeds. At any instant the film thins at dw1/dt + dw2/dt, and each speed is

dw_i/dt = K_i/(2w_i).

The denominator contains the thickness consumed at that face alone, because each front is slowed by its own compound. Adding the constants amounts to writing (K1 + K2)/(2w) with the total w = w1 + w2, as if the compound at each face had grown from all the metal consumed at both faces. The real layers are thinner and allow faster consumption than that.

The limits agree with this picture. If K2 = 0, the result is d²/K1, the lifetime for attack from one side. If K1 = K2, each front has to cross half the film. Parabolic growth covers half the distance in a quarter of the time, which again gives d²/(4K).

Q: How do the two fronts know nothing of each other? They are approaching through the same film.

A: In this model the film between them is pure metal of uniform composition. No concentration gradient crosses it, and each compound sees the same metal next to it until the last layer disappears. The independence fails if outer atoms dissolve appreciably in the film or run along its grain boundaries. It also ends at exhaustion, when the two compounds touch and a different reaction problem begins.

Q: Suppose I have measured how long a film survives against each neighbour separately. Can I use those times?

A: Yes, for the same thickness and temperature, provided both faces follow the parabolic law from the start. The one-face lifetimes are τ_i = d²/K_i, so √K_i = d/√τ_i. Put this into √τ = d/(√K1 + √K2); the thickness cancels, and

1/√τ = 1/√τ1 + 1/√τ2.

Face i consumes w_i = √(K_iτ), which is the fraction √K_i/(√K1 + √K2) of the film. The slower face therefore has a larger share than its rate constant suggests.

Q: Let me see numbers, with a real metal.

A: Take 50 nm of cobalt between silicon and aluminium at 400 °C, forming Co2Si and Al9Co2. Rough volumes per cobalt atom are 0.011 nm³ in the metal, 0.016 nm³ in Co2Si and 0.083 nm³ in Al9Co2. For the compound growth constants I assume the round values G1 = 3 nm²/s on the silicon side and G2 = 20 nm²/s on the aluminium side. They are not measurements.

The volume ratios are ν1 = 0.011/0.016 = 0.6875 and ν2 = 0.011/0.083 = 0.1325. Therefore

K1 = 0.6875² × 3 = 1.418 nm²/s,
K2 = 0.1325² × 20 = 0.351 nm²/s.

The roots are 1.191 and 0.593 nm/s^0.5, with sum 1.784 nm/s^0.5. The lifetime is

τ = 50²/1.784² ≈ 786 s ≈ 13.1 min.

Adding K1 and K2 would have given 1413 s, which is 80% too long relative to 786 s. The three digits belong to the rounded inputs: unrounded crystal volumes (0.01107, 0.01633 and 0.0833 nm³) with the same G give about 799 s.

Q: The aluminium compound grows much faster, yet you give that side the smaller K. Is that not backwards?

A: Al9Co2 is mostly aluminium, so a thick layer of it contains little cobalt. At exhaustion the aluminium side has 125 nm of compound but has used 16.6 nm of cobalt. The silicon side has 48.6 nm of compound and has used 33.4 nm. The last cobalt was originally 33.4 nm from the silicon face, not in the middle of the film. Comparing compound thicknesses would have named the wrong face as the main consumer.

The supply assumption can now be checked. Al9Co2 needs 9/2 aluminium atoms per cobalt atom. With a rough 0.017 nm³ per aluminium atom, the required aluminium thickness is

16.62 × 4.5 × 0.017/0.011 ≈ 116 nm.

With 0.020 nm³ per silicon atom and half a silicon atom per cobalt atom, the silicon requirement is 33.38 × 0.5 × 0.020/0.011 ≈ 30 nm. An aluminium film thinner than roughly this (116 nm with the rounded volumes, 113 nm with unrounded crystal volumes) would run out first, and the formula would no longer apply.

Q: All of this still rests on your parabolic law. Has the complete argument been tested without it?

A: Yes. The diffusion equation was solved numerically in both growing layers, with S = 0.02 and the two faces independent, and cobalt atoms were counted as L/V_c until none remained. That count takes the outer atoms as the mobile ones, and it gave 791.2 s. The formula gives 786 s, and the difference is the 0.66% expected from the finite composition range in that case. If cobalt is the mobile atom in Co2Si, as is usually reported, the cobalt stored in the gradient must be counted too, and the lifetime becomes about 781 s, below the formula by a similar amount. A 25 nm film with the same constants lasted 197.8 s in that calculation, a quarter as long, as the d² law requires.

The same scaling has a practical reading: half of the 50 nm film is gone after a quarter of its lifetime. Consumption is fast at first, and the remaining half takes the other three quarters.

Q: Too fast at first, surely. Your speed K/(2w) is infinite when w = 0.

A: That is a real limit of the diffusion law. Atoms must also react at the interface. Suppose a concentration excess c_r remains at the reacting front and drives a flux J = κc_r. The same flux crosses the layer, J = D(Δc − c_r)/L. Substitute c_r = J/κ and solve:

J = Δc/(L/D + 1/κ).

The two resistances are in series. Film is consumed at dw/dt = νΩJ. With L = w/ν and K = 2ν²ΩDΔc, the reciprocal speed is

1/(dw/dt) = 2w/K + 1/v,  v = νΩκΔc.

Here v is the finite starting speed. Multiplying by dw and integrating from zero gives

w²/K + w/v = t.

Multiply by K and complete the square. With s = K/(2v), this is (w + s)² = s² + Kt, so

w = √(s² + Kt) − s.

When Kt is much larger than s², w ≈ √(Kt) − s. The condition w1 + w2 = d then becomes (√K1 + √K2)√t ≈ d + s1 + s2. To this order the interface reaction acts like an additional film thickness s1 + s2.

Q: Is that a detail or does it change the answer?

A: For the 50 nm film it is a modest change. Assume v = 0.5 nm/s at both faces. Then s1 + s2 = (1.418 + 0.351)/(2 × 0.5) ≈ 1.77 nm, and the approximate lifetime is 786 × (1 + 1.77/50)² ≈ 843 s. Solving without the approximation gives 841.5 s, about 7% above the diffusion result.

For a 5 nm film with the same constants it matters much more. The diffusion formula gives 786/100 ≈ 7.9 s. In the full law, try w1 = 3.16 nm and w2 = 1.84 nm, which add to 5 nm. The times are

3.16²/1.418 + 3.16/0.5 ≈ 13.4 s,
1.84²/0.351 + 1.84/0.5 ≈ 13.3 s.

They agree to the accuracy of the trial, so the film lasts about 13 s, roughly 70% longer than the d² law predicts. Scaling a thick-film lifetime down to a few nanometres can therefore fail even if the thick film was nearly parabolic. The rule for combining one-face lifetimes fails with it. The one-face times d²/K + d/v are 27.6 s and 81.2 s at 5 nm, and the rule turns them into 11.0 s instead of 13.3 s; at 50 nm it gives 819 s instead of 841.5 s.

Q: How much does temperature matter? Each reaction has its own activation energy.

A: Let K_i vary as exp(−E_i/(kT)), with k Boltzmann's constant, and write β = 1/(kT). At fixed thickness,

ln τ = 2 ln d − 2 ln(√K1 + √K2).

Because √K_i varies as exp(−βE_i/2), its derivative with respect to β is −E_i√K_i/2. The factors of 2 cancel and the two minus signs give a positive result:

d(ln τ)/dβ = (E1√K1 + E2√K2)/(√K1 + √K2).

The apparent activation energy is a mean weighted by consumed thickness. I assume 1.5 eV on the silicon side and 1.8 eV on the aluminium side. The mean is (1.5 × 1.191 + 1.8 × 0.593)/1.784 ≈ 1.6 eV. A film 10 K hotter lasts 525 s, a third less than at 400 °C.

This energy is local, because the weights change with temperature. Cooling suppresses the aluminium-side reaction more strongly, so the mean moves towards 1.5 eV. Extrapolating both rates separately to 100 °C gives about 5 × 10⁴ years. I would not promise that to anyone: it assumes that the same diffusion mechanism operates over the whole range.

Q: And if the temperature is not constant, as in a real anneal?

A: If the steady-profile approximation still holds and diffusion controls the rate, each face obeys d(w_i²)/dt = K_i(T(t)). Integrate each face separately. Exhaustion occurs when

√(∫K1 dt) + √(∫K2 dt) = d,

with both integrals running from zero to the lifetime. For constant temperature they become K1τ and K2τ, and the earlier result returns.

Q: You have treated the film as a perfect slab. Deposited metal has thin spots and grain boundaries.

A: Thin spots follow from the same formula if the surface varies slowly enough for diffusion to remain perpendicular to it. Where the thickness is 80% of nominal, the lifetime is 0.8² × 786 ≈ 503 s, a loss of 36%. This applies to thin regions much wider than the compound layers, here several hundred nanometres or more, and among those the weakest place sets the first opening. A narrower dip, such as roughness on the scale of the grains, is partly levelled by sideways diffusion as the front advances and costs less lifetime.

Grain boundaries are a different failure, since atoms can cross the film without consuming it. Consider a boundary of length d, initially empty, with diffusion coefficient D_b. Its entrance is held at concentration c0 and its exit at zero. Eventually the profile is c0(1 − x/d) and the flux is D_bc0/d. To find the delay, let M(x) be the time integral of the missing concentration, meaning the final profile minus the actual one. The missing concentration obeys the diffusion equation and falls from c0(1 − x/d) to zero. Integrating that equation over time gives

D_b M″ = −c0(1 − x/d),  M(0) = M(d) = 0.

With y = d − x, the solution is M = c0(d²y − y³)/(6D_bd). The total flux missing at the exit is D_b dM/dy at y = 0, which is c0d/6. Dividing by the final flux gives the time lag

t_lag = d²/(6D_b).

For a rough assumed D_b = 1000 nm²/s, this is 2500/6000 ≈ 0.42 s.

Q: Less than a second, against thirteen minutes! Then what is your lifetime worth?

A: It is the time until the cobalt is used up when the leak is too small to disturb the two reactions, and it should be called that. Whether the early leak matters depends on how much passes. Assume grains 50 nm wide, boundaries 0.5 nm wide, and foreign atoms on 1% of the boundary sites at the entrance. For square grains the boundaries occupy 1 − (1 − 0.5/50)² = 0.0199 of the area. Over the lifetime the leaked amount, expressed as a layer with the boundary's site density, is about

0.0199 × 0.01 × 1000 × (786 − 0.4)/50 ≈ 3.1 nm.

This uses the initial thickness throughout, so it is low: the path shortens as h = d(1 − √(t/τ)). Keep the other inputs fixed, neglect the short lag, and replace d by h in the flux. With z = √(t/τ), the estimate is multiplied by the integral of 2z/(1 − z) from zero to 1 − h/d, which is 2[ln(d/h) − 1 + h/d]. When 5 nm of cobalt is left the factor is 2.8, so about 9 nm has leaked, and in this estimate the factor keeps growing as h shrinks. That growth cannot continue, because the leaking atoms must first cross the compound. At h = 5 nm, reached at 0.81 × 786 ≈ 637 s, the leak is 0.0199 × 0.01 × 1000/(5 × 0.011) ≈ 3.6 atoms per nm² per second for a site volume of 0.011 nm³, while the aluminium flux building Al9Co2 is 4.5 × 0.593/(2√637 × 0.011) ≈ 4.8. From about there on the entrance concentration cannot be held fixed, the faces are no longer independent, and the exhaustion time itself departs from 786 s. The leak is proportional to D_b, which is uncertain by an order of magnitude or more; a tenfold smaller value gives under 1 nm at that stage. With the assumed inputs, a contact that tolerates only a few nanometres of foreign material would fail before exhaustion, and one spoiled by traces much sooner.

Q: So how close is your example to an actual device?

A: It has the geometry of a metal contact to silicon, but the kinetic inputs are assumed and could be wrong by a large factor. A 50 nm film is also thick beside the liners of a few nanometres used in fine modern interconnects, where the interface reaction may no longer be negligible, as in the 5 nm example. Cobalt and silicon can form further silicides, which this model omits. The assumption most seriously broken by a polycrystalline film is that no atom crosses it before exhaustion: with the numbers above, the time lag is about 0.4 s and the leak is within 1% of steady after about 1.3 s, long before exhaustion at 786 s. The formula is useful for choosing thickness when consumption really is the failure, both reactions are diffusion-controlled, and the thinnest place and highest temperature are used. The inputs and main results are in the numerical output below.

Calculated quantities

```
Inputs (rough or assumed)
Cobalt thickness: 50 nm
Temperature: 400 deg C
Volume per Co, metal: 0.011 nm^3
Co2Si volume per Co: 0.016 nm^3
Co2Si growth constant G: 3 nm^2/s
Co2Si activation energy: 1.5 eV
Al9Co2 volume per Co: 0.083 nm^3
Al9Co2 growth constant G: 20 nm^2/s
Al9Co2 activation energy: 1.8 eV
Volume per Si atom: 0.02 nm^3
Volume per Al atom: 0.017 nm^3
Consumption and lifetime
Si face Co/compound thickness: 0.6875
Si face K: 1.418 nm^2/s
Si face root K: 1.191 nm/s^0.5
Si face lifetime if alone: 1763 s
Si face Co consumed: 33.38 nm
Si face final compound: 48.56 nm
Si face outer solid used: 30.35 nm
Al face Co/compound thickness: 0.1325
Al face K: 0.3513 nm^2/s
Al face root K: 0.5927 nm/s^0.5
Al face lifetime if alone: 7117 s
Al face Co consumed: 16.62 nm
Al face final compound: 125.4 nm
Al face outer solid used: 115.6 nm
Lifetime, formula: 786 s
Lifetime, formula: 13.1 min
Lifetime, diffusion simulation: 791.2 s
Wrong lifetime from K1+K2: 1413 s
Half-film time, simulation: 197.8 s
Neglected effects (rough or assumed inputs)
Composition range S: 0.02
Lifetime factor from S: 1.0066
Wide test range S: 0.2
Lifetime factor, wide range: 1.065
Interface speed limit: 0.5 nm/s
Lifetime with interface limit: 841.5 s
Local thickness fraction: 0.8
Lifetime at thin spot: 503 s
Apparent activation energy: 1.6 eV
Lifetime 10 K hotter: 524.7 s
Extrapolated life at 100 deg C: 5.3e+04 years
Grain-boundary diffusivity: 1000 nm^2/s
Grain-boundary width: 0.5 nm
Grain size: 50 nm
Foreign fraction in boundary: 0.01
Boundary area fraction: 0.0199
Grain-boundary time lag: 0.4167 s
Leaked equivalent thickness: 3.1 nm
```
